# Inverse squared coercive field against logarithmic frequency for three-dimensional nucleation

## A constant field

Take a ferroelectric film made of many identical, independent grains, all polarized against a field \(E\) that is switched on at \(t=0\) and then held constant. A grain reverses as soon as one supercritical nucleus forms in it, and the later growth takes negligible time. Suppose the nucleation barrier, divided by \(kT\), is \(B/E^2\). The reversal rate per grain is then

\[
\lambda(E)=\nu_0\,e^{-B/E^2},
\]

where \(\nu_0\) is a constant attempt rate per grain. The fraction \(n\) of unreversed grains obeys \(dn/dt=-\lambda n\), so \(n=e^{-\lambda t}\). Half the grains have reversed, and their net ferroelectric polarization is zero (the linear dielectric response is left out), when \(\lambda t=\ln 2\). Taking the logarithm of \(\nu_0 t\,e^{-B/E^2}=\ln 2\) gives

\[
\frac{1}{E^2}=\frac1B\,\ln\frac{\nu_0 t}{\ln 2}.
\]

For a constant field, the inverse squared field needed to switch in time \(t\) is strictly linear in \(\ln t\), with slope \(1/B\). If a periodic drive simply allowed a time proportional to \(1/f\), the inverse squared coercive field would be linear in \(\ln f\) with slope \(-1/B\). But the field of a periodic drive changes while the grains wait, and this alters the slope.

## Where the inverse-square barrier comes from

Let the polarization have magnitude \(P\) and the wall energy per area be \(\sigma\), the same for all wall orientations. Reversing a volume \(V\) from \(-P\) to \(+P\) lowers its energy by \(2PEV\). A sphere of radius \(r\) costs

\[
G(r)=4\pi\sigma r^2-\frac{8\pi}{3}PE\,r^3 .
\]

Setting \(G'(r)=8\pi\sigma r-8\pi PE r^2=0\) gives \(r^*=\sigma/(PE)\). There \(G''=8\pi\sigma-16\pi PEr^*=-8\pi\sigma<0\), so this is a maximum. Its height is

\[
G^*=\frac{4\pi\sigma^3}{P^2E^2}-\frac{8\pi\sigma^3}{3P^2E^2}
=\frac{4\pi\sigma^3}{3P^2E^2},
\qquad
B=\frac{4\pi\sigma^3}{3P^2kT}.
\]

This form leaves out the electrostatic self-energy of the nucleus while keeping the full driving density \(2PE\), which is a model assumption. To see what is left out, note that the sphere differs from its surroundings by a polarization \(\Delta P=2P\). In a medium of permittivity \(\varepsilon=\varepsilon_0\varepsilon_r\), its surface charge produces the internal field \(-\Delta P/(3\varepsilon)\), and the self-energy per volume is

\[
w=\frac12\,\Delta P\,\frac{\Delta P}{3\varepsilon}=\frac{2P^2}{3\varepsilon}.
\]

The driving density \(2PE\) becomes \(2PE-w\). If this is positive, the barrier varies as \((2PE-w)^{-2}\) and not as \(E^{-2}\). If it is negative, a sphere has no critical radius at all.

For an example take round model parameters: \(P=0.20\ \mathrm{C/m^2}\), \(\sigma=0.020\ \mathrm{J/m^2}\), \(T=300\) K and \(\varepsilon_r=30\). Then \(w=1.0\times10^8\ \mathrm{J/m^3}\), whereas \(2PE\) at the coercive field found below for \(10^4\) Hz is \(4.6\times10^7\ \mathrm{J/m^3}\). For a spherical nucleus the self-energy is therefore not small here. Screening does not remove it for free: mobile charge that moves across the nucleus to cancel a fraction \(c\) of the bound charge also cancels that fraction of its dipole, so the driving density becomes \((1-c)\,2PE-(1-c)^2w\), which vanishes at full screening. The inverse-square barrier is thus an assumed law, and the sphere supplies only an illustrative value of \(B\). Real nuclei can lower the self-energy by forming as needles along the field or at an electrode, where the field dependence of the barrier may differ. Dropping \(w\),

\[
B=\frac{4\pi(0.020)^3}{3(0.20)^2(4.142\times10^{-21})}\ \mathrm{V^2/m^2}
=20.23\ \mathrm{(MV/cm)^2}.
\]

## The coercive condition on a ramp

Let the drive be a triangular wave of frequency \(f\) and fixed amplitude \(E_m\). The field rises from zero to \(E_m\) in a quarter period, so

\[
\frac{dE}{dt}=R=4fE_m .
\]

The previous half cycle is assumed to have left all grains at \(-P\). The coercive field \(E_c\) is the rising field at which half of them have reversed. It must lie below \(E_m\). Integrating \(dn/n=-\lambda\,dt\) up to \(n=1/2\), with \(dt=dE/R\), gives

\[
\ln 2=\frac{\nu_0}{4fE_m}\int_0^{E_c}e^{-B/E^2}\,dE. \tag{1}
\]

Frequency and amplitude enter through their product, the sweep rate. If the amplitude is changed along with the frequency, the proper variable is therefore \(\ln(fE_m)\).

The result to be derived from (1) uses the barrier over \(kT\) at the coercive field, \(y=B/E_c^2\). Near a reference frequency \(f_0\), where \(E_c=E_0\) and \(y=y_0\gg1\),

\[
\boxed{\;\frac1{E_c^2}\simeq\frac1{E_0^2}-\frac{s_0}{B}\ln\frac{f}{f_0},
\qquad s_0\simeq1-\frac{3}{2y_0}\;} \tag{2}
\]

## First derivation: the whole ramp

Substitute \(v=B/E^2\) in (1). Then \(E=\sqrt B\,v^{-1/2}\) and \(dE=-\tfrac12\sqrt B\,v^{-3/2}dv\). The limits \(0\) and \(E_c\) become \(\infty\) and \(y\), and the minus sign reverses their order:

\[
\int_0^{E_c}e^{-B/E^2}dE=\frac{\sqrt B}{2}K(y),\qquad
K(y)=\int_y^\infty v^{-3/2}e^{-v}\,dv .
\]

Shifting the variable by \(v=y+u\) takes out the dominant factors:

\[
K(y)=y^{-3/2}e^{-y}s(y),\qquad
s(y)=\int_0^\infty e^{-u}\left(1+\frac uy\right)^{-3/2}du .
\]

Condition (1) now reads

\[
K(y)=y^{-3/2}e^{-y}s(y)=\frac{f}{f_*},\qquad
f_*=\frac{\nu_0\sqrt B}{8\ln2\,E_m}, \tag{3}
\]

or, after taking the logarithm,

\[
y=\ln\frac{f_*}{f}-\frac32\ln y+\ln s(y). \tag{4}
\]

The first term is linear in \(\ln f\). The others vary slowly, but they do contribute to the slope. To find it, differentiate \(\ln K(y)=\ln f-\ln f_*\). The lower limit of the integral gives \(K'(y)=-y^{-3/2}e^{-y}\), so \(K'/K=-1/s\) and

\[
\frac{dy}{d\ln f}=-s(y). \tag{5}
\]

Within the model this slope is exact. The integral for \(s\) also bounds it. Its bracket is below 1 for \(u>0\), so \(s<1\). The function \((1+x)^{-3/2}\) is convex and lies above its tangent \(1-\tfrac32x\). Since \(\int_0^\infty ue^{-u}du=1\),

\[
1-\frac{3}{2y}<s(y)<1 .
\]

The curvature follows by differentiating (5) once more:

\[
\frac{d^2y}{d(\ln f)^2}=-s'(y)\frac{dy}{d\ln f}=s\,s',
\qquad
s'(y)=\frac{3}{2y^2}\int_0^\infty u\,e^{-u}\left(1+\frac uy\right)^{-5/2}du .
\]

The last integral lies between 0 and 1, so the curvature is positive and smaller than \(3/(2y^2)\). Taylor's theorem about \(f_0\) then gives

\[
0\le y-\left[y_0-s_0\ln\frac f{f_0}\right]\le
\frac{3}{4y_{\min}^2}\ln^2\frac f{f_0}, \tag{6}
\]

where \(y_{\min}\) is the smallest \(y\) in the interval, reached at its high-frequency end. Dividing by \(B\) gives the line in (2), and the bound (6) divided by \(B\) limits its error when the exact value \(s_0=s(y_0)\) is used. The approximation \(s_0\simeq1-3/(2y_0)\) adds a slope error of order \(y_0^{-2}\) in \(y\), which this bound does not include. The plot is slightly convex, and it becomes straighter as the barrier at the coercive field grows.

## Second derivation: an effective waiting time

The same line follows without the full integral. The rate rises so steeply with field that most reversals up to \(E_c\) occur just below it. Write \(E=E_c-\epsilon\) and expand the barrier:

\[
\frac{B}{E^2}=y\left(1-\frac{\epsilon}{E_c}\right)^{-2}
=y+\frac{2y\epsilon}{E_c}+\frac{3y\epsilon^2}{E_c^2}+\cdots
\]

Keeping the linear term,

\[
\lambda(E_c-\epsilon)\simeq\lambda(E_c)\,e^{-\epsilon/\delta},\qquad
\delta=\frac{E_c}{2y}=\frac{E_c^3}{2B}.
\]

At \(\epsilon=\delta\) the neglected quadratic term equals \(3/(4y)\), which is small when \(y\gg1\). The accumulated rate is then

\[
\int\lambda\,dt\simeq\frac{\lambda(E_c)}{R}\int_0^\infty e^{-\epsilon/\delta}d\epsilon
=\lambda(E_c)\,\tau,\qquad \tau=\frac{\delta}{R}=\frac{E_c^3}{8BfE_m}.
\]

Extending the upper limit from \(E_c\) to infinity changes this integral by the relative amount \(e^{-E_c/\delta}=e^{-2y}\), which is negligible. The ramp has been reduced to the opening problem: a constant field \(E_c\) acting for a time \(\tau\).

Set \(\lambda(E_c)\tau=\ln2\) and insert \(E_c=\sqrt B\,y^{-1/2}\), so that \(E_c^3/B=\sqrt B\,y^{-3/2}\):

\[
\frac{\nu_0\sqrt B}{8fE_m}\,y^{-3/2}e^{-y}=\ln2
\quad\Longrightarrow\quad
y+\frac32\ln y=\ln\frac{f_*}{f}.
\]

Differentiating with respect to \(\ln f\),

\[
\left(1+\frac{3}{2y}\right)\frac{dy}{d\ln f}=-1
\quad\Longrightarrow\quad
\frac{dy}{d\ln f}=-\frac{1}{1+3/(2y)}=-1+\frac{3}{2y}+O(y^{-2}). \tag{7}
\]

Expanding \(y\) to first order about \(f_0\) and dividing by \(B\) gives (2) again.

This route shows why the slope is smaller than \(1/B\). The effective time is proportional to \(E_c^3/f\). Raising the frequency raises \(E_c\), which widens the active field interval, so the time available shrinks more slowly than \(1/f\).

## What each derivation assumes

Both derivations need the inverse-square barrier, a constant \(\nu_0\), identical independent grains and full reversal in each half cycle. They differ in how they treat the ramp.

The first needs a constant sweep rate from zero field up to \(E_c\). In return it gives an exact condition, an exact slope and a bound on the error of the straight line. The second replaces the integral by its leading part for large \(y\), and by itself gives no bound. It sets \(s=1\) in (3), yet recovers the first correction to the slope. The reason is that \(\ln s\simeq-3/(2y)\) has the derivative \(3/(2y^2)\), which affects the slope in second order only.

The second derivation uses the sweep rate only near \(E_c\). It therefore carries over to other waveforms that rise smoothly through \(E_c\), provided they do not dwell at somewhat lower fields long enough to reverse many grains there. For \(E=E_m\sin 2\pi ft\), the local rate is \(R=2\pi f\sqrt{E_m^2-E_c^2}\). The condition \(\lambda(E_c)\delta/R=\ln2\) becomes

\[
y+\frac32\ln y+\ln f+\frac12\ln(E_m^2-E_c^2)=\text{constant}.
\]

From \(E_c^2=B/y\) one has \(d(E_c^2)/dy=-E_c^2/y\). The last term on the left therefore has the derivative \(E_c^2/[2y(E_m^2-E_c^2)]\), and

\[
\frac{dy}{d\ln f}\simeq-\left[1+\frac{3}{2y}+\frac{E_c^2}{2y(E_m^2-E_c^2)}\right]^{-1}.
\]

The extra term is also the relative change of \(R\) across the width \(\delta\). It must be small, so the formula fails when \(E_c\) comes close to \(E_m\). This sinusoidal case is derived here but not tested numerically.

## Four decades of frequency

Complete the example with \(\nu_0=10^{13}\ \mathrm{s^{-1}}\) and \(E_m=2.00\) MV/cm. With \(\sqrt B=4.497\) MV/cm,

\[
f_*=\frac{10^{13}\times4.497}{8\times0.6931\times2.00}\ \mathrm{Hz}=4.06\times10^{12}\ \mathrm{Hz}.
\]

At \(f_0=10^4\) Hz the terms of (4) are

\[
y_0=19.821-4.122-0.087=15.612,
\]

so \(E_0=\sqrt{20.226/15.612}=1.138\) MV/cm. Integrating the survival equation in time, without using (3), gives the same coercive fields from \(10^2\) to \(10^6\) Hz to within the test tolerance of one part in \(10^6\). A random simulation of a million grains at \(f_0\) also agrees, within its tolerance of one part in a thousand.

The width is \(\delta=1.138/(2\times15.612)=0.036\) MV/cm. At the sweep rate \(8\times10^4\) MV/cm per second this gives \(\tau\approx0.46\ \mathrm{\mu s}\), against a quarter period of \(25\ \mathrm{\mu s}\). The exact slope factor is \(s_0=0.917\). The waiting-time formula (7), before expansion, gives \(1/(1+1.5/15.612)=0.912\), and the first-order form gives 0.904.

The tangent predicts, at \(10^6\) Hz,

\[
y\simeq15.612-0.9166\ln100=11.391,\qquad
E_c\simeq\sqrt{20.226/11.391}=1.333\ \mathrm{MV/cm},
\]

while direct integration gives 1.329 MV/cm. Over the four decades the largest gap in \(y\) is 0.054, within the bound of 0.121 from (6).

## Reading a measured line

A straight line fitted to the nine computed points has the slope \(-0.0453\ \mathrm{(cm/MV)^2}\) per unit of \(\ln f\). Taking this slope as \(-1/B\) gives \(B_{\text{fit}}=22.09\ \mathrm{(MV/cm)^2}\), which is 9% above the true value. Since \(\sigma\propto B^{1/3}\) at known \(P\) and \(T\) in the sphere model, the wall energy of that model comes out 3% too high. The leading correction follows from (5):

\[
B_{\text{fit}}\simeq\frac{B}{s}\simeq B\left(1+\frac{3}{2y}\right)=B+\frac32E_c^2 .
\]

With the mid-range coercive field, \(22.09-1.5\times1.138^2=20.15\ \mathrm{(MV/cm)^2}\), which is within 0.5% of the true \(B\). This correction relies on a constant \(\nu_0\). If the attempt rate varied as \(E^m\), the power \(v^{-3/2}\) in \(K\) would become \(v^{-(3+m)/2}\), and the correction would be \(\tfrac12(3+m)E_c^2\). For a real film \(m\) is usually not known, so the barrier constant is uncertain by an amount comparable to the correction.

The intercept is far less reliable. The fitted line reaches zero at \(2.6\times10^{11}\) Hz, lower than \(\nu_0\) by a factor of 38. The tangent shows the same effect: it vanishes at \(f_0e^{y_0/s_0}\approx2.5\times10^{11}\) Hz. This extrapolation runs to \(y=0\), where the large-barrier expansion has no validity, and the zero should not be read as an attempt rate.

The shape of the plot can support the inverse-square law, but it needs accurate data. The largest misfit of a straight line, relative to the range of the plotted quantity, is 0.35% for \(1/E_c^2\), 1.8% for \(1/E_c\) and 3.9% for \(\ln E_c\). For the \(1/E_c\) plot, this misfit corresponds to about half a percent in \(E_c\). With only nine points over these four decades, random scatter larger than this would make the first two laws hard to separate. More points would help, because random scatter averages out. Neighbouring exponents are harder still: barriers varying as \(E^{-3/2}\) or \(E^{-5/2}\), with their two constants refitted, reproduce these nine coercive fields to about a quarter of a percent. Because \(y\) is convex in \(\ln f\), the straightest plot of \(E_c^{-p}\) for the present data also has \(p\) near 1.8 and not 2.

Some physical limits remain. The critical radius falls from 0.99 nm at \(10^2\) Hz to 0.75 nm at \(10^6\) Hz, so a sharp wall with constant \(\sigma\) is at the edge of its range. The effective time \(\tau\) falls below 10 ns at \(10^6\) Hz, and neglecting the growth time is justified only if a nucleus spreads through its grain much faster than that. The neglect of the self-energy is the weakest assumption. At \(10^4\) Hz the bound charge on each half of the critical sphere is \(2P\pi r^{*2}\), about six elementary charges. If a self-energy of only \(w/100\), the value for a tenth of that charge, is subtracted from an otherwise unchanged drive \(2PE\), \(B_{\text{fit}}\) already rises from 22.1 to 23.6 \(\mathrm{(MV/cm)^2}\). In a film whose grains have different values of \(B\), the half-reversal condition becomes an average over grains, so the fitted slope need not belong to any one barrier. The computed values are listed in the numerical output.

## Computed results

```
Polarization P = 20.0 uC/cm^2
Wall energy sigma = 0.020 J/m^2
Temperature T = 300 K, kT = 4.1419e-21 J
Attempt rate per grain nu0 = 1.0e+13 1/s
Drive amplitude Em = 2.00 MV/cm
Barrier constant B = 20.2262 (MV/cm)^2
Square root of B = 4.4974 MV/cm
Relative permittivity = 30
Uncompensated sphere energy density = 1.004e+08 J/m^3
Driving density 2PE at E0 = 4.553e+07 J/m^3
Scale frequency f* = 4.0552e+12 Hz
f [Hz] | Ec [MV/cm] | y | 1/Ec^2 [(cm/MV)^2] | tangent Ec [MV/cm]
1.000e+02 | 1.0089 | 19.872 | 0.9825 | 1.0099
3.162e+02 | 1.0372 | 18.800 | 0.9295 | 1.0379
1.000e+03 | 1.0680 | 17.733 | 0.8767 | 1.0683
3.162e+03 | 1.1015 | 16.670 | 0.8242 | 1.1016
1.000e+04 | 1.1382 | 15.612 | 0.7718 | 1.1382
3.162e+04 | 1.1787 | 14.559 | 0.7198 | 1.1788
1.000e+05 | 1.2234 | 13.513 | 0.6681 | 1.2240
3.162e+05 | 1.2733 | 12.475 | 0.6168 | 1.2748
1.000e+06 | 1.3294 | 11.444 | 0.5658 | 1.3326
Reference f0 = 1.0e+04 Hz, E0 = 1.13824 MV/cm
E0 from random grains = 1.13824 MV/cm
At f0: ln(f*/f0) = 19.8207
At f0: 1.5 ln y0 = 4.1220, ln s0 = -0.0871
At f0: y0 = 15.6116, barrier = 0.4036 eV
At f0: s0 = 0.91660, 1-3/(2 y0) = 0.90392
At f0: numerical dy/dlnf = -0.91660
At f0: curvature = 0.00428, bound = 0.00615
Tangent slope per unit ln f = -0.04532 (cm/MV)^2
Tangent slope per decade = -0.10435 (cm/MV)^2
Largest tangent gap in y = 0.0536, bound 0.1214
Largest chord error in y = 0.0465, bound 0.1214
Critical radius at Ec(1e+02 Hz) = 0.991 nm
Critical radius at Ec(1e+06 Hz) = 0.752 nm
Mean reversals per grain, ramp to Em at 1e6 Hz = 1.250e+03
Fitted slope per unit ln f = -0.04526 (cm/MV)^2
B read from fit = 22.0937 (MV/cm)^2, ratio 1.0923
sigma read from fit / true sigma = 1.0299
Frequency where fitted line is zero = 2.601e+11 Hz
nu0 / that frequency = 38.4
Line-fit misfit/range, 1/Ec^2 plot = 0.346 %
Line-fit misfit/range, 1/Ec plot = 1.756 %
Line-fit misfit/range, ln Ec plot = 3.946 %
```
